# Are filled-sea and empty-sea Dirac-Fock the same mean-field theory?

**Question**

In a finite basis a Dirac-Fock calculation gives me negative-energy levels, occupied electron levels and empty positive-energy levels. In the usual procedure I build the mean field from the electrons and leave the negative levels empty. In the hole-theory picture those levels are filled, and the energy is counted from the vacuum.

I had assumed that this is bookkeeping: the filled sea adds a constant, normal ordering removes it, and the same orbitals remain. A colleague says that the two theories differ by the vacuum polarization density, and agree once it is dropped. Who is right, and is dropping the density enough? I would like to see it in a basis small enough to check everything.

**Answer**

Your colleague is nearly right. The theories differ, but what has to be dropped is the vacuum polarization density *matrix*. Dropping the local density alone leaves an exchange field of the sea behind.

**One Hamiltonian, two orderings**

Take $2M$ real orthonormal basis functions, labelled $p$, each a point in space combined with a spinor component. Let $h=h_0+V$ be the Dirac Hamiltonian in an external potential $V$, and $W_{pq}=W_{qp}$ an instantaneous repulsion. Transverse photons are left out. The free Hamiltonian $h_0$ has $M$ negative and $M$ positive levels, and $P_0$ projects on the negative ones.

Normal ordering needs a reference sea, described by a projector $R$:

$$H_R=\sum_{pq}h_{pq}:\!a_p^\dagger a_q\!:+\tfrac12\sum_{pq}W_{pq}:\!a_p^\dagger a_q^\dagger a_q a_p\!:$$

Consider a determinant whose occupied orbitals have the projector $\gamma$, and put $X=\gamma-R$. Since $:\!a_p^\dagger a_q\!:\,=a_p^\dagger a_q-R_{pq}$, its expectation value is $X_{pq}$. For the pair term, Wick's theorem gives

$$\begin{aligned}a_p^\dagger a_q^\dagger a_qa_p={}&:\!a_p^\dagger a_q^\dagger a_qa_p\!:+R_{pp}:\!a_q^\dagger a_q\!:+R_{qq}:\!a_p^\dagger a_p\!:\\&-R_{pq}\left(:\!a_p^\dagger a_q\!:+:\!a_q^\dagger a_p\!:\right)+R_{pp}R_{qq}-R_{pq}^2 .\end{aligned}$$

The left side has expectation value $\gamma_{pp}\gamma_{qq}-\gamma_{pq}^2$. Insert $\gamma=R+X$. Every term containing $R$ cancels, which leaves

$$\langle:\!a_p^\dagger a_q^\dagger a_qa_p\!:\rangle=X_{pp}X_{qq}-X_{pq}^2 .$$

Define the mean field, direct minus exchange, by

$$G[X]=J[X]-K[X],\qquad J[X]_{pq}=\delta_{pq}\sum_rW_{pr}X_{rr},\qquad K[X]_{pq}=W_{pq}X_{pq}.$$

Then

$$\langle H_R\rangle=E(X)=\mathrm{tr}\,hX+\tfrac12\mathrm{tr}\,XG[X].$$

Now let $\gamma=P_v+P$, with $P_v$ the $M$ sea orbitals of the actual state and $P$ its $N$ electrons.

- Filled sea: the reference is the fixed free sea, $R=P_0$, so $X=Q=\gamma-P_0$.
- Empty sea: the reference is the state's own sea, $R=P_v$, so $X=P$. Leaving the negative levels unoccupied and using no reference sea ($\gamma=P$, $R=0$) gives the same $X$ and hence the same energy.

Even between two fixed references $R$ and $R'$ the change of ordering is not a constant: $E(\gamma-R')-E(\gamma-R)$ contains the one-body term $\mathrm{tr}\,\gamma G[R-R']$, which depends on the state. Here the second reference also moves with the orbitals. In the full Fock space of a three-point ring, one and the same determinant has energy 2.977 with the first ordering and 0.693 with the second, in units of $mc^2$. Both values agree with $E(X)$.

**The orbital equations**

Since $\mathrm{tr}\,YG[X]=\mathrm{tr}\,XG[Y]$, a small change of $X$ gives $\delta E=\mathrm{tr}\,F[X]\,\delta X$ with $F[X]=h+G[X]$. An infinitesimal rotation changes a projector by $\delta\gamma=[\kappa,\gamma]$, where $\kappa$ is antisymmetric, and $\mathrm{tr}\,F[\kappa,\gamma]=\mathrm{tr}\,\kappa[\gamma,F]$. This vanishes for every $\kappa$ when the commutator does. The conditions are therefore

$$\text{filled: }[h+G[Q],\gamma]=0,\qquad\text{empty: }[h+G[P],P]=0 .$$

In the filled theory $\gamma$ takes the lowest $M+N$ levels of $F[Q]$. Call the lowest $M$ of them $P_v$ and the next $N$ of them $P$. With the vacuum polarization density matrix $Q_v=P_v-P_0$ we have $Q=P+Q_v$, and the electrons obey

$$\big[h+G[P]+J[Q_v]-K[Q_v],\,P\big]=0 .$$

Dropping $Q_v$ altogether gives the empty-sea equation. Dropping the density is taken here to mean removing the direct field $J[Q_v]$ and keeping the whole of $K[Q_v]$. The trace of $Q_v$ is $M-M=0$, so the vacuum density moves charge about without adding any.

Conversely, if one $P$ satisfies both equations, subtraction gives $[G[Q_v],P]=0$. So the electron orbitals of the two theories generically differ unless $Q_v$ is dropped, with exceptions when the vacuum field happens not to mix electron orbitals with others. Even then the energies can differ: symmetry may fix an electron's orbital while the electron still polarizes the sea. The simplest case without any such difference is $W=0$: the sea is still polarized by $V$, but the electrons do not feel it.

The energy splits in the same way:

$$E(Q)=E(P)+E(Q_v)+\mathrm{tr}\,PG[Q_v].$$

**A minimum and a saddle**

Rotate an electron orbital $p$ towards another orbital $a$ by an angle $\theta$. To second order,

$$P(\theta)=P+\theta D+\theta^2\big(|a\rangle\langle a|-|p\rangle\langle p|\big),\qquad D=|a\rangle\langle p|+|p\rangle\langle a| .$$

Hence

$$\frac{dE(P)}{d\theta}=2F[P]_{ap},\qquad \frac{d^2E(P)}{d\theta^2}=2(F_{aa}-F_{pp})+\mathrm{tr}\,DG[D].$$

For weak interaction the level difference decides the sign of the curvature. If $a$ is a sea orbital it is negative, and the empty-sea energy has a maximum in that direction. If $a$ is an empty positive level it is positive. The empty-sea solution is a saddle.

In the filled theory an electron–sea rotation mixes two occupied orbitals, so $\gamma$ and $E(Q)$ do not change. What counts there is rotation of sea and electron orbitals into empty levels, and for weak interaction the energy rises in all those directions. The filled-sea solution is a minimum.

The slope also measures the disagreement between the orbitals. At the filled-sea solution $F[Q]_{ap}=0$, so $F[P]_{ap}=-G[Q_v]_{ap}$ and

$$\frac{dE(P)}{d\theta}=-2\,G[Q_v]_{ap}.$$

**A basis of 30 orbitals**

Use $\hbar=m=c=1$, so energies are in $mc^2$ and lengths in $\hbar/mc$. Two electrons without spin degeneracy live on a ring of length $L=12$ with 15 points and two components per point. The Hamiltonian is $h=\sigma_yp+\sigma_z-\cos^2(\pi x/L)$, and the repulsion is $g/\sqrt{d^2+1}$, with $d$ the chord distance and $g=0.4$.

The matrix $\sigma_x$ turns $h_0$ into $-h_0$, so the basis respects charge conjugation. Accordingly, with no electrons present, reversing the sign of $V$ reverses the vacuum density, which was tested. For the given well and these 15 points, this electron number density is $+0.018$ at the centre and $-0.018$ near the edge.

The vacuum terms can be switched on separately. The last column is the Frobenius norm of the difference between $P$ and the empty-sea $P$. The latter was found independently, from equations for the two electron orbitals alone.

| Kept | Level 1 | Level 2 | Distance |
|---|---|---|---|
| neither | 0.3519 | 0.6489 | $10^{-13}$ |
| $J[Q_v]$ | 0.3580 | 0.6525 | 0.0107 |
| $K[Q_v]$ | 0.3511 | 0.6485 | 0.0095 |
| both | 0.3576 | 0.6523 | 0.0131 |

The third row is your colleague's recipe, with the direct field of the sea removed and its exchange field kept. The levels move back past the empty-sea values, overshooting them by less than 0.001, but in this basis the distance of the orbital space is still $0.0095/0.0131\approx73\%$ of its value with both terms. The ratio grows with the basis: the exchange-only distance stays at 0.0095, while the distance with both terms falls to 0.0097 at convergence, which gives 98%. Only the first row reproduces the empty-sea orbitals.

The curvatures, taken in one rotation plane at a time, have the expected signs. For the empty sea they run from $-9.8$ to $-2.8$ towards sea orbitals and from $0.46$ to $6.5$ towards empty levels. For the filled sea they run from $0.46$ to $15.3$. At the filled-sea solution, rotating one electron level of $F[Q]$ towards one other level changes the empty-sea energy by at most 0.013 per radian.

To compare energies, the filled-sea energy of the same well without electrons must be subtracted:

$$\Delta=E_{\rm filled}(2)-E_{\rm filled}(0)-E_{\rm empty}(2)=0.817042+0.027124-0.831509=0.012657 .$$

**What the difference consists of**

Let $P$ and $Q_v$ now be built from the orbitals of $h$, with levels $\varepsilon$, and let $G_1$ be the mean field at $g=1$. Write $A=G_1[P]$ and $B=G_1[Q_v]$. At zeroth order $\Delta$ vanishes, because both theories give the sum of the occupied electron levels. At first order the interaction energies are

$$\tfrac g2\mathrm{tr}(P+Q_v)(A+B)-\tfrac g2\mathrm{tr}\,Q_vB-\tfrac g2\mathrm{tr}\,PA=g\,\mathrm{tr}\,PB .$$

At second order the orbitals relax. A rotation $\kappa$ from an included orbital $i$ to an excluded orbital $a$ costs $\kappa^2(\varepsilon_a-\varepsilon_i)+2g\kappa T_{ai}$, where $T$ is the mean field at unit strength. The stationary value is $-g^2T_{ai}^2/(\varepsilon_a-\varepsilon_i)$. The three energies use it as follows:

- Filled, with electrons: $T=A+B$, from sea and electrons to empty levels.
- Filled, without electrons: $T=B$, from the sea to all positive levels.
- Empty: $T=A$, from electrons to empty levels and to the sea. The sea terms have negative denominators and therefore raise the energy.

Collect the terms in $A^2$. The electron-to-empty-level parts cancel between the two theories. The filled theory leaves $-A^2/(\varepsilon_a-\varepsilon_n)$ for sea $n$ and empty $a$. Subtracting the empty-sea energy supplies the same expression for $a$ an electron orbital. Together,

$$\Delta=g\,\mathrm{tr}\,PB+g^2\Big[-\sum_{n\in\rm sea}\ \sum_{a\in\rm positive}\frac{A_{an}^2}{\varepsilon_a-\varepsilon_n}+(\text{terms containing }B)\Big]+O(g^3).$$

The displayed sum is the polarization of the sea by the electrons themselves. It survives if one removes only the vacuum polarization caused by the external well, which is $B$.

Here $\mathrm{tr}\,PB=0.03897$ and the full bracket is $-0.01905$, of which the displayed sum supplies $-0.01775$. At $g=0.4$,

$$0.4\times0.03897-0.16\times0.01905=0.01559-0.00305=0.01254,$$

within 1% of the full $\Delta$.

**One electron**

For a single orbital $\varphi$, $P_{pq}=\varphi_p\varphi_q$ and

$$(G[P]\varphi)_p=\sum_rW_{pr}\varphi_r^2\varphi_p-\sum_rW_{pr}\varphi_p\varphi_r\varphi_r=0 .$$

Empty-sea Dirac-Fock thus returns the bare Dirac level, 0.1795 in this well. The filled-sea value, after subtracting the energy without electrons, is 0.1881. An electron does not act on itself in either theory, but in the second it acts on the sea and the sea acts on it.

**How far to trust the numbers**

The size of $\Delta$ belongs to this basis. With 9, 15, 31 and 61 points it is 0.0148, 0.0127, 0.0092 and 0.0074. It falls slowly, roughly as the inverse of the number of points, towards about 0.0055. The excess comes from sampling $V$ and $W$ on only as many points as there are plane waves: with the same 15 plane waves per component and the integrals done on a fine grid, $\Delta$ is already 0.0055. The vacuum density at the centre likewise drops from 0.018 to 0.008, and level 1 with both vacuum terms from 0.3576 to 0.3541, while level 1 with neither term or with $K[Q_v]$ alone does not change in the digits shown. More than half of the direct vacuum effect quoted for 15 points is thus a grid effect. In three dimensions the vacuum terms also need renormalization before a filled-sea shift can be compared with anything measured. Correlation is absent from both theories. What the small basis does establish is the structure: two different stationary problems, which become one when the whole matrix $Q_v$ is removed. The remaining digits are in the numerical output below.

## Computed values

```
Units: energy m c^2, length hbar/(m c)
ring length 12.0, well depth 1.0, coupling 0.4
points 15, orbitals 30, electrons 2
Fock-space test, free-sea ordering: energy 2.977399
Fock-space test, own-sea ordering:  energy 0.693023
bare Dirac levels 1, 2, 3: 0.179463 0.478972 0.715839
highest bare sea level: -1.179463
filled-sea energy, 2 electrons: 0.817042
filled-sea energy, 0 electrons: -0.027124
filled-sea difference (2 minus 0): 0.844166
empty-sea energy, 2 electrons: 0.831509
Delta = filled difference - empty: 0.012657
parts of filled energy: E(P) 0.831469
  E(Qv) -0.024300, cross term tr P G[Qv] 0.009872
Vacuum terms kept: levels 1, 2; distance of P from empty-sea P
  none           0.351886 0.648942  1.37e-13
  direct only    0.357966 0.652504  1.07e-02
  exchange only  0.351059 0.648458  9.51e-03
  both           0.357636 0.652300  1.31e-02
vacuum density, 0 electrons: x=0 0.018096, x=5.6 -0.017710
vacuum density, 2 electrons: x=0 0.014713, x=5.6 -0.013824
integral of |vacuum density|, 2 electrons: 0.097522
largest empty-sea slope at filled-sea P: 0.013380 per rad
Curvatures, m c^2 per rad^2:
  empty, electron-sea: -9.792 to -2.798
  empty, electron-virtual: 0.461 to 6.541
  filled, occupied-virtual: 0.455 to 15.340
non-redundant rotations: filled 221, empty 56
Delta/g, first order: formula 0.038972, numerical 0.038972
Delta/g^2, second order: formula -0.019047, numerical -0.019047
  of which sea polarized by electrons alone: -0.017746
one electron: bare 0.179463, empty 0.179463, filled 0.188135
Delta with 9 points: 0.014773
Delta with 15 points: 0.012657
Delta with 31 points: 0.009185
Delta with 61 points: 0.007382
```
